# Hall Sheet Density of Two Parallel Doped Layers: verification in Python

```python
"""
Result under test: two parallel layers with carriers of one sign, sheet
densities n1, n2 and mobilities mu1, mu2, unit Hall factors, low field:
    n_H = (n1 mu1 + n2 mu2)^2 / (n1 mu1^2 + n2 mu2^2) <= n1 + n2.
n_H is the single-layer Hall sheet density I B / (e |V_H|).
S1 = sum(n mu), S2 = sum(n mu^2). Sheet densities are in cm^-2 and
mobilities in cm^2/Vs unless a name or comment says otherwise.
The independent side solves the drift equations of all layers with a common
in-plane field and zero total transverse current.
Silicon material inputs are rough values; layer parameters are round choices.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.linalg import solve_banded
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit


def drift_hall(density, mobility, field, sign=None):
    """Signed Hall density and layer transverse currents / total current."""
    density = np.asarray(density, float)
    mob = np.asarray(mobility, float) * 1e-4       # m^2/Vs
    count = len(density)
    sign = -np.ones(count) if sign is None else np.asarray(sign, float)
    weight = density / density.sum()
    matrix = np.zeros((2 * count + 1, 2 * count + 1))
    rhs = np.zeros(2 * count + 1)
    for i in range(count):
        x, y = 2 * i, 2 * i + 1
        signed_mob = sign[i] * mob[i]
        matrix[x, x] = matrix[y, y] = 1
        matrix[x, y] = -signed_mob * field
        matrix[y, x] = signed_mob * field
        matrix[y, -1] = -signed_mob
        rhs[x] = signed_mob                        # longitudinal field = 1
        matrix[-1, y] = sign[i] * weight[i]
    answer = np.linalg.solve(matrix, rhs)
    current = np.sum(sign * weight * answer[0:-1:2])
    transverse = sign * weight * answer[1:-1:2] / current
    return density.sum() * current * field / answer[-1], transverse


def low_field(density, mobility, hall_factor=1.0):
    density, mobility = np.asarray(density), np.asarray(mobility)
    return (np.sum(density * mobility)**2
            / np.sum(hall_factor * density * mobility**2))


# Worked example: heavy surface layer and lighter tail
thickness = np.array([20.0, 200.0])                # nm
doping = np.array([1e20, 5e17])                    # cm^-3
mu = np.array([80.0, 400.0])
implanted = 2.5e14
B_meas = 0.5                                       # T
B_small = 1e-3                                     # T
n = doping * thickness * 1e-7
total = n.sum()
S1, S2 = np.sum(n * mu), np.sum(n * mu**2)
nH = low_field(n, mu)
deficit = n[0] * n[1] * (mu[0] - mu[1])**2 / S2

# Low-field law, deficit and inequality against the drift equations
assert abs(-drift_hall(n, mu, B_small)[0] / nH - 1) < 1e-7
rng = np.random.default_rng(4)
for _ in range(200):
    dens = 10**rng.uniform(12, 15, 2)
    mob = 10**rng.uniform(1, 3.2, 2)
    solved = -drift_hall(dens, mob, B_small)[0]
    gap = (dens[0] * dens[1] * (mob[0] - mob[1])**2
           / np.sum(dens * mob**2))
    assert abs(dens.sum() - solved - gap) < 1e-6 * dens.sum()
    assert solved < dens.sum() * (1 + 1e-9)
equal_mob = -drift_hall(n, [150, 150], B_small)[0]
assert abs(equal_mob / total - 1) < 1e-9
many_n, many_mu = 10**rng.uniform(12, 14, 6), rng.uniform(50, 900, 6)
many = -drift_hall(many_n, many_mu, B_small)[0]
assert abs(many / low_field(many_n, many_mu) - 1) < 1e-6

# Opposite transverse currents in the two layers
measured, transverse = drift_hall(n, mu, B_meas)
loop = (B_meas * 1e-4 * n[0] * mu[0] * n[1] * mu[1]
        * abs(mu[0] - mu[1]) / S1**2)
assert abs(abs(transverse[0]) / loop - 1) < 2e-3   # second order in field
assert abs(transverse.sum()) < 1e-12

# Worst division of carriers for the given mobility ratio
ratio = mu[1] / mu[0]
worst = 4 * ratio / (1 + ratio)**2
search = minimize_scalar(
    lambda f: -drift_hall([1 - f, f], mu, B_small)[0],
    bounds=(0.001, 0.999), method="bounded", options={"xatol": 1e-7})
assert abs(search.fun - worst) < 1e-6
assert abs(search.x - 1 / (1 + ratio)) < 1e-3

# Field dependence of the deficit
B_half = np.sqrt(S2 / total) / (mu[0] * mu[1]) * 1e4
for field in (B_meas, 10.0, B_half, 300.0):
    solved_gap = total + drift_hall(n, mu, field)[0]
    assert abs(solved_gap * (1 + (field / B_half)**2) / deficit - 1) < 1e-7
field_shift = -measured / nH - 1

# Opposite carrier signs: the inequality need not hold
opposite = drift_hall(n, mu, B_small, [-1, 1])[0]
assert abs(opposite) > total

# Silicon inputs, rough values
temperature = 300.0
m_long, m_trans, permittivity = 0.92, 0.19, 11.7
donor_level = 0.045                                # eV below the band edge
kT = const.k * temperature / const.e               # eV

# Hall factor of ellipsoidal valleys, from averaged valley tensors
k_mass = m_long / m_trans
r_valley = 3 * k_mass * (k_mass + 2) / (2 * k_mass + 1)**2
cross = np.array([[0, 1, 0], [-1, 0, 0], [0, 0, 0]], float)
small = 1e-5
tensor = np.zeros((3, 3))
for axis in range(3):
    mass = np.full(3, m_trans)
    mass[axis] = m_long
    tensor += np.linalg.inv(np.diag(mass) + small * cross) / 3
r_numeric = abs(np.linalg.inv(tensor)[1, 0]) / small
assert abs(r_numeric / r_valley - 1) < 1e-6

# Fermi-Dirac integrals; the energy variable is the square of the node
dt = 0.05
nodes = np.arange(dt, 8, dt)


def fermi(eta):
    """Normalized density, its derivative, and the integral of density."""
    occ = expit(np.asarray(eta, float)[..., None] - nodes**2)
    w2 = 4 / np.sqrt(np.pi) * dt * nodes**2
    w4 = 8 / (3 * np.sqrt(np.pi)) * dt * nodes**4
    return occ @ w2, (occ * (1 - occ)) @ w2, occ @ w4


assert abs(fermi(2.0)[0] + float(mp.re(mp.polylog(1.5, -mp.e**2)))) < 1e-7
assert abs(fermi(2.0)[2] + float(mp.re(mp.polylog(2.5, -mp.e**2)))) < 1e-7
m_dos = (m_long * m_trans**2)**(1 / 3) * const.m_e
Nc = 12 * (2 * np.pi * m_dos * const.k * temperature / const.h**2)**1.5
Nc *= 1e-27                                        # nm^-3
N = doping * 1e-21                                 # nm^-3
eta_bulk = np.array([brentq(lambda e: Nc * fermi(e)[0] - d, -20, 20)
                     for d in N])


def energy_factor(eta, power):
    """Mean tau^2 / (mean tau)^2 for tau proportional to energy^power."""
    occ = expit(eta - nodes**2)
    weight = nodes**4 * occ * (1 - occ)
    tau = nodes**(2 * power)
    return (np.sum(weight * tau**2) * np.sum(weight)
            / np.sum(weight * tau)**2)


assert abs(energy_factor(-15, -0.5) - 3 * np.pi / 8) < 1e-4
assert abs(energy_factor(-15, 1.5) - 315 * np.pi / 512) < 1e-4
factors = {p: r_valley * np.array([energy_factor(e, p) for e in eta_bulk])
           for p in (-0.5, 0.0, 1.5)}
nH_factor = {p: low_field(n, mu, r) for p, r in factors.items()}
assert max(nH_factor.values()) < total

# Incomplete ionization of isolated donors in the tail
eta_frozen = brentq(lambda e: Nc * fermi(e)[0]
                    - N[1] * expit(-e - donor_level / kT - np.log(2)),
                    -20, 10)
ionized = Nc * fermi(eta_frozen)[0] / N[1]
n_frozen = n * np.array([1, ionized])
nH_frozen = low_field(n_frozen, mu)
nH_raised = low_field(n_frozen, mu, r_valley)
assert nH_raised < total

# Poisson equation for the whole layer stack, cell-centred grid
h = 0.05                                           # nm
cells = np.rint(thickness / h).astype(int)
donors = np.repeat(N, cells)
mu_profile = np.repeat(mu, cells)
screen = permittivity * const.epsilon_0 * kT / const.e * 1e-9   # nm^-1


def electron_profile(surface_eta=None):
    eta = np.repeat(eta_bulk, cells)
    c = screen / h**2
    for _ in range(200):
        dens, slope, _ = fermi(eta)
        dens, slope = Nc * dens, Nc * slope
        flow = c * np.diff(eta)
        residual = donors - dens
        residual[:-1] += flow
        residual[1:] -= flow
        diagonal = np.full(len(eta), -2 * c)
        diagonal[[0, -1]] = -c
        if surface_eta is not None:
            residual[0] += 2 * c * (surface_eta - eta[0])
            diagonal[0] -= 2 * c
        band = np.full((3, len(eta)), c)
        band[1] = diagonal - Nc * fermi(eta)[1]
        step = solve_banded((1, 1), band, -residual)
        largest = np.max(np.abs(step))
        eta = eta + step * min(1, 2 / largest) if largest > 0 else eta
        if largest < 1e-8:
            return Nc * fermi(eta)[0]
    raise RuntimeError("Poisson iteration did not converge")


# Spill of electrons into the tail, checked by the first integral
profile = electron_profile()
spill = np.sum((profile - donors)[cells[0]:]) * h * 1e14
pressure = Nc * fermi(eta_bulk)[2]
eta_join = ((pressure[0] - pressure[1] - N[0] * eta_bulk[0]
             + N[1] * eta_bulk[1]) / (N[1] - N[0]))
spill_integral = 1e14 * np.sqrt(2 * screen * (
    Nc * fermi(eta_join)[2] - pressure[1] - N[1] * (eta_join - eta_bulk[1])))
assert abs(spill / spill_integral - 1) < 0.02      # finite grid spacing
assert abs(profile.sum() * h * 1e14 / total - 1) < 1e-6
nH_spill = low_field(profile * h * 1e14, mu_profile)

# Surface depletion, checked against the full-depletion estimate
bending = 0.5                                      # V
pinned = electron_profile(eta_bulk[0] - bending / kT)
lost = np.sum(donors - pinned) * h * 1e14


def depletion_sheet(density, voltage):             # density in nm^-3
    return 1e14 * np.sqrt(2 * screen * density * voltage / kT)


assert abs(lost / depletion_sheet(N[0], bending) - 1) < 0.12
nH_surface = low_field(n - np.array([lost, 0]), mu)
substrate_doping, junction_voltage = 1e15, 0.75    # cm^-3, V
lost_junction = depletion_sheet(substrate_doping * 1e-21, junction_voltage)


def show(label, value, unit="", form=".4g"):
    print(f"{label}: {value:{form}} {unit}".rstrip())


for i, name in enumerate(("surface", "tail")):
    show(f"{name} thickness", thickness[i], "nm")
    show(f"{name} active doping", doping[i], "cm^-3", ".2e")
    show(f"{name} mobility", mu[i], "cm2/Vs")
    show(f"{name} sheet density", n[i], "cm^-2", ".3e")
show("implanted dose", implanted, "cm^-2", ".3e")
show("true active dose", total, "cm^-2", ".3e")
show("S1", S1, "1/(V s)", ".3e")
show("S2", S2, "cm2/(V2 s2)", ".3e")
show("low-field Hall density", nH, "cm^-2", ".4e")
show("deficit", deficit, "cm^-2", ".4e")
show("Hall density / true dose", nH / total)
show("sheet resistance", 1 / (const.e * S1), "ohm/sq")
show("apparent Hall mobility", S2 / S1, "cm2/Vs")
show("mean drift mobility", S1 / total, "cm2/Vs")
show("true activation", 100 * total / implanted, "%")
show("apparent activation", 100 * nH / implanted, "%")
show("true inactive dose", implanted - total, "cm^-2", ".3e")
show("apparent inactive dose", implanted - nH, "cm^-2", ".3e")
show("smallest ratio at this mobility ratio", worst)
show("tail carrier fraction at that minimum", 1 / (1 + ratio))
show("measuring field", B_meas, "T")
show("tail mobility times field", mu[1] * 1e-4 * B_meas)
show("layer transverse / total current", abs(transverse[0]))
show("finite-field shift of Hall density", 100 * field_shift, "%")
show("field that halves the deficit", B_half, "T")
show("opposite-sign layers, |Hall density|", abs(opposite), "cm^-2", ".3e")
show("temperature", temperature, "K")
show("longitudinal mass", m_long, "m_e")
show("transverse mass", m_trans, "m_e")
show("relative permittivity", permittivity)
show("valley Hall factor", r_valley)
for p in factors:
    r = factors[p]
    print(f"tau~E^{p}: r = {r[0]:.3f}, {r[1]:.3f};"
          f" n_H = {nH_factor[p]:.3e} cm^-2")
show("donor level", donor_level, "eV")
show("ionized tail fraction", ionized)
show("n_H with incomplete ionization", nH_frozen, "cm^-2", ".3e")
show("n_H, ionization and valley factor", nH_raised, "cm^-2", ".3e")
show("electrons spilled into tail", spill, "cm^-2", ".3e")
show("n_H with spill", nH_spill, "cm^-2", ".3e")
show("surface band bending", bending, "V")
show("electrons lost at surface", lost, "cm^-2", ".3e")
show("n_H with surface depletion", nH_surface, "cm^-2", ".3e")
show("substrate doping", substrate_doping, "cm^-3", ".1e")
show("junction voltage", junction_voltage, "V")
show("electrons lost at junction", lost_junction, "cm^-2", ".2e")
print("PASS")
```

Printed output:

```
surface thickness: 20 nm
surface active doping: 1.00e+20 cm^-3
surface mobility: 80 cm2/Vs
surface sheet density: 2.000e+14 cm^-2
tail thickness: 200 nm
tail active doping: 5.00e+17 cm^-3
tail mobility: 400 cm2/Vs
tail sheet density: 1.000e+13 cm^-2
implanted dose: 2.500e+14 cm^-2
true active dose: 2.100e+14 cm^-2
S1: 2.000e+16 1/(V s)
S2: 2.880e+18 cm2/(V2 s2)
low-field Hall density: 1.3889e+14 cm^-2
deficit: 7.1111e+13 cm^-2
Hall density / true dose: 0.6614
sheet resistance: 312.1 ohm/sq
apparent Hall mobility: 144 cm2/Vs
mean drift mobility: 95.24 cm2/Vs
true activation: 84 %
apparent activation: 55.56 %
true inactive dose: 4.000e+13 cm^-2
apparent inactive dose: 1.111e+14 cm^-2
smallest ratio at this mobility ratio: 0.5556
tail carrier fraction at that minimum: 0.1667
measuring field: 0.5 T
tail mobility times field: 0.02
layer transverse / total current: 0.002559
finite-field shift of Hall density: 0.009556 %
field that halves the deficit: 36.6 T
opposite-sign layers, |Hall density|: 1.250e+15 cm^-2
temperature: 300 K
longitudinal mass: 0.92 m_e
transverse mass: 0.19 m_e
relative permittivity: 11.7
valley Hall factor: 0.8707
tau~E^-0.5: r = 0.927, 1.025; n_H = 1.416e+14 cm^-2
tau~E^0.0: r = 0.871, 0.871; n_H = 1.595e+14 cm^-2
tau~E^1.5: r = 1.220, 1.678; n_H = 9.419e+13 cm^-2
donor level: 0.045 eV
ionized tail fraction: 0.8493
n_H with incomplete ionization: 1.426e+14 cm^-2
n_H, ionization and valley factor: 1.638e+14 cm^-2
electrons spilled into tail: 4.075e+12 cm^-2
n_H with spill: 1.295e+14 cm^-2
surface band bending: 0.5 V
electrons lost at surface: 2.435e+13 cm^-2
n_H with surface depletion: 1.196e+14 cm^-2
substrate doping: 1.0e+15 cm^-3
junction voltage: 0.75 V
electrons lost at junction: 9.85e+10 cm^-2
PASS
```
